# Atomic spin-orbit correction to a spin-free thallium–ligand bond energy: a program that tests the result

```python
"""Spin-orbit correction to a spin-free Tl-L bond energy.

Result under test: for Tl-L -> Tl(2P) + L, with a closed-shell molecule,
    D_SO = D_SF - S_atom + S_mol,   S_atom = 2*Delta/3,   S_mol >= 0.
Delta : splitting of the 2P(1/2) and 2P(3/2) levels of the p1 atom
zeta  : spin-orbit constant in H_so = zeta * l.s
D_SF, D_SO : bond energies without and with spin-orbit coupling
S_atom, S_mol : spin-orbit stabilisation of the atom and the molecule
Bond model: p shell on Tl, one orbital on L, hopping -t between p_z and L,
repulsion g for two electrons on the same site. Energies are in cm^-1.
"""
import numpy as np
from scipy.constants import h, c as light_speed, N_A

splitting = 7793.0
to_kj_mol = h * light_speed * 100.0 * N_A / 1000.0

# l.s for a p shell from Cartesian angular momentum and Pauli matrices
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1.0
    levi[i, k, j] = -1.0
l_cart = [-1j * levi[k] for k in range(3)]
spin = [0.5 * np.array([[0, 1], [1, 0]], complex),
        0.5 * np.array([[0, -1j], [1j, 0]]),
        0.5 * np.array([[1, 0], [0, -1]], complex)]
l_dot_s = sum(np.kron(l_cart[k], spin[k]) for k in range(3))

# Atom: levels, degeneracies, weighted mean and the two-thirds rule
zeta = 2.0 * splitting / 3.0
levels = np.linalg.eigvalsh(zeta * l_dot_s)
assert np.allclose(levels[:2], levels[0], atol=1e-7)
assert np.allclose(levels[2:], levels[-1], atol=1e-7)
assert abs(levels[-1] - levels[0] - splitting) < 1e-7
assert abs(levels.mean()) < 1e-7
s_atom = -levels[0]
assert abs(s_atom - 2.0 * splitting / 3.0) < 1e-7
assert abs(s_atom * to_kj_mol - 62.0) < 0.5

# Two electrons in 8 spin orbitals: p_x, p_y, p_z, ligand, each with 2 spins
pairs = [(i, j) for i in range(8) for j in range(i + 1, 8)]
antisym = np.zeros((64, len(pairs)))
for col, (i, j) in enumerate(pairs):
    antisym[8 * i + j, col] = 1.0 / np.sqrt(2.0)
    antisym[8 * j + i, col] = -1.0 / np.sqrt(2.0)
on_tl = np.kron(np.diag([1.0, 1.0, 1.0, 0.0]), np.eye(2))
on_ligand = np.eye(8) - on_tl
repulsion = np.kron(on_tl, on_tl) + np.kron(on_ligand, on_ligand)


def two_electron(one_body):
    full = np.kron(one_body, np.eye(8)) + np.kron(np.eye(8), one_body)
    return antisym.T @ full @ antisym


hop_space = np.zeros((4, 4))
hop_space[2, 3] = hop_space[3, 2] = -1.0
hopping = two_electron(np.kron(hop_space, np.eye(2)))
so_one_body = np.zeros((8, 8), complex)
so_one_body[:6, :6] = l_dot_s
spin_orbit = two_electron(so_one_body)
same_site = antisym.T @ repulsion @ antisym


def ground(t, g, z):
    values, vectors = np.linalg.eigh(t * hopping + g * same_site
                                     + z * spin_orbit)
    return values[0], vectors[:, 0]


def second_order(t, g, z):
    """Derived weak-coupling formula for the molecular stabilisation."""
    e0 = g / 2 - np.sqrt(g**2 / 4 + 4 * t**2)
    u = np.array([2 * t, -e0])
    u = u / np.linalg.norm(u)
    h_triplet = np.array([[0.0, -t], [-t, g]])
    return z**2 / 2 * u @ np.linalg.solve(h_triplet - e0 * np.eye(2), u)


g = 70000.0
weak = 0.02
atoms_sf = ground(0.0, g, 0.0)[0]
atoms_so = ground(0.0, g, zeta)[0]
assert abs(atoms_sf - atoms_so - s_atom) < 1e-6
rows = []
for t in (15000.0, 25000.0, 35000.0):
    e_sf, state = ground(t, g, 0.0)
    e_so = ground(t, g, zeta)[0]
    d_sf = atoms_sf - e_sf
    d_so = atoms_so - e_so
    s_mol = e_sf - e_so
    assert abs(d_sf - (np.sqrt(g**2 / 4 + 4 * t**2) - g / 2)) < 1e-6
    # no first-order effect in the singlet, and a positive stabilisation
    assert abs(np.vdot(state, spin_orbit @ state)) < 1e-8
    assert 0.0 < s_mol < s_atom
    # neglected third order is below one per cent at this weak coupling
    s_weak = e_sf - ground(t, g, weak * zeta)[0]
    assert abs(s_weak / second_order(t, g, weak * zeta) - 1) < 0.01
    rows.append((t, d_sf, d_so, s_mol, second_order(t, g, zeta), d_sf - d_so))
reductions = [row[5] for row in rows]
assert reductions[0] < reductions[1] < reductions[2] < s_atom

# Thallium fragment with p_z lowered by delta: orbital momentum is quenched
delta = 20000.0
field = np.kron(np.diag([0.0, 0.0, -delta]), np.eye(2))
s_fragment = -delta - np.linalg.eigvalsh(field + zeta * l_dot_s)[0]
half = (delta - zeta / 2) / 2
assert abs(s_fragment - (np.sqrt(half**2 + zeta**2 / 2) - half)) < 1e-6
assert s_fragment < 0.25 * s_atom

# Atom with a second p shell: the weighted mean itself moves down
shell_gap, shell_coupling, upper_zeta = 35000.0, 2000.0, 500.0


def two_shell(scale):
    radial = scale * np.array([[zeta, shell_coupling],
                               [shell_coupling, upper_zeta]])
    matrix = np.kron(np.diag([0.0, shell_gap]), np.eye(6))
    low = np.linalg.eigvalsh(matrix + np.kron(radial, l_dot_s))[:6]
    stabilisation = -low[0]
    rule = 2.0 * (low[5] - low[0]) / 3.0
    return stabilisation, rule


true_weak, rule_weak = two_shell(weak)
predicted = (weak * shell_coupling)**2 / (2 * shell_gap)
assert abs((true_weak - rule_weak) / predicted - 1) < 0.01
true_full, rule_full = two_shell(1.0)

print(f"Tl doublet splitting Delta = {splitting:.0f} cm^-1")
print(f"spin-orbit constant zeta = {zeta:.1f} cm^-1")
print(f"shift of J=1/2 from mean = {levels[0]:.1f} cm^-1")
print(f"shift of J=3/2 from mean = {levels[-1]:.1f} cm^-1")
print(f"conversion: 1 cm^-1 = {to_kj_mol:.8f} kJ/mol")
print(f"atomic stabilisation S_atom = {s_atom:.1f} cm^-1")
print(f"atomic stabilisation S_atom = {s_atom * to_kj_mol:.2f} kJ/mol")
print(f"bond model: same-site repulsion g = {g:.0f} cm^-1")
print(f"bond model: number of two-electron states = {len(pairs)}")
for t, d_sf, d_so, s_mol, s_second, reduction in rows:
    print(f"hopping t = {t:.0f} cm^-1:")
    print(f"  spin-free bond energy D_SF = {d_sf:.0f} cm^-1")
    print(f"  bond energy with spin-orbit D_SO = {d_so:.0f} cm^-1")
    print(f"  molecular stabilisation S_mol = {s_mol:.0f} cm^-1")
    print(f"  S_mol from second-order formula = {s_second:.0f} cm^-1")
    print(f"  net reduction D_SF - D_SO = {reduction:.0f} cm^-1")
print(f"net reduction at t = {rows[1][0]:.0f} cm^-1: "
      f"{rows[1][5] * to_kj_mol:.1f} kJ/mol")
print(f"fragment: p-orbital splitting delta = {delta:.0f} cm^-1")
print(f"fragment: stabilisation = {s_fragment:.0f} cm^-1")
print(f"two shells: gap G = {shell_gap:.0f} cm^-1")
print(f"two shells: coupling c = {shell_coupling:.0f} cm^-1")
print(f"two shells: zeta of upper shell = {upper_zeta:.0f} cm^-1")
print(f"two shells: true stabilisation = {true_full:.1f} cm^-1")
print(f"two shells: two-thirds rule gives = {rule_full:.1f} cm^-1")
print(f"two shells: missed by the rule = {true_full - rule_full:.1f} cm^-1")
print(f"two shells: estimate c^2/(2G) = "
      f"{shell_coupling**2 / (2 * shell_gap):.1f} cm^-1")
print("tests ok")
```

Printed output:

```
Tl doublet splitting Delta = 7793 cm^-1
spin-orbit constant zeta = 5195.3 cm^-1
shift of J=1/2 from mean = -5195.3 cm^-1
shift of J=3/2 from mean = 2597.7 cm^-1
conversion: 1 cm^-1 = 0.01196266 kJ/mol
atomic stabilisation S_atom = 5195.3 cm^-1
atomic stabilisation S_atom = 62.15 kJ/mol
bond model: same-site repulsion g = 70000 cm^-1
bond model: number of two-electron states = 28
hopping t = 15000 cm^-1:
  spin-free bond energy D_SF = 11098 cm^-1
  bond energy with spin-orbit D_SO = 7731 cm^-1
  molecular stabilisation S_mol = 1829 cm^-1
  S_mol from second-order formula = 1648 cm^-1
  net reduction D_SF - D_SO = 3366 cm^-1
hopping t = 25000 cm^-1:
  spin-free bond energy D_SF = 26033 cm^-1
  bond energy with spin-orbit D_SO = 21651 cm^-1
  molecular stabilisation S_mol = 814 cm^-1
  S_mol from second-order formula = 731 cm^-1
  net reduction D_SF - D_SO = 4382 cm^-1
hopping t = 35000 cm^-1:
  spin-free bond energy D_SF = 43262 cm^-1
  bond energy with spin-orbit D_SO = 38564 cm^-1
  molecular stabilisation S_mol = 497 cm^-1
  S_mol from second-order formula = 460 cm^-1
  net reduction D_SF - D_SO = 4698 cm^-1
net reduction at t = 25000 cm^-1: 52.4 kJ/mol
fragment: p-orbital splitting delta = 20000 cm^-1
fragment: stabilisation = 744 cm^-1
two shells: gap G = 35000 cm^-1
two shells: coupling c = 2000 cm^-1
two shells: zeta of upper shell = 500 cm^-1
two shells: true stabilisation = 5295.8 cm^-1
two shells: two-thirds rule gives = 5241.9 cm^-1
two shells: missed by the rule = 53.9 cm^-1
two shells: estimate c^2/(2G) = 57.1 cm^-1
tests ok
```
